Thermal Conductivity and Boundary Resistance from Two Film Thicknesses

**The question**

In a phase-change memory cell, a thin film is switched by heating, and the heat escapes through the film and through its contacts. To separate these two obstacles, two films of the same amorphous phase-change material are prepared between the same kinds of metal contact. A steady heat flow is sent straight through each film, and no electric current passes through it. The total thermal resistance R is the temperature difference between the two contacts divided by the heat flux, which is the heat power per unit area. The readings are:

film 1: thickness d₁ = 20 nm, R₁ = 120 m²K/GW

film 2: thickness d₂ = 60 nm, R₂ = 320 m²K/GW

The unit m²K/GW equals 10⁻⁹ m²K/W. A thickness in nm divided by a conductivity in W/mK therefore comes out directly in m²K/GW.

**Part (a).** Derive the dependence of R on the film thickness d. State the assumptions where they are used.

**Answer to (a).** Let x run from the hot face of the film, x = 0, to the cold face, x = d. Let q be the heat flux in the direction of increasing x. In the steady state the energy stored in any slice of the film is constant. Since no heat is generated inside, what enters a slice must also leave it:

dq/dx = 0

The flux is thus the same at every x. If heat moves by diffusion, Fourier's law holds:

q = −k dT/dx

The minus sign says that heat flows towards lower temperature. If the conductivity k is the same throughout the film, dT/dx = −q/k is constant and the temperature falls linearly. Integration from 0 to d gives

T(d) − T(0) = −q d/k

T(0) − T(d) = q d/k

At each face the two materials differ in how their atoms vibrate, and heat crosses the junction only with a finite temperature jump. For small jumps we take the jump to be proportional to the flux. This defines the boundary resistances r_h of the hot face and r_c of the cold face:

T_h − T(0) = q r_h

T(d) − T_c = q r_c

Here T_h and T_c are the contact temperatures. A face stores no heat in the steady state, so the same q appears in both relations. Adding the three temperature drops cancels T(0) and T(d):

T_h − T_c = q r_h + q d/k + q r_c

Division by q gives the total resistance:

R(d) = R_b + d/k, with R_b = r_h + r_c (1)

This is a straight line in d, with slope 1/k and intercept R_b. For a very thin film R tends to R_b within this model; for a very thick one d/k dominates. Any further series resistance that does not depend on d, such as that of a metal layer between the film and the point where the temperature is measured, would also be counted in R_b.

**Part (b).** Find k and R_b. State what must be the same in both films.

**Answer to (b).** We assume that both films have the same k and the same R_b. Equation (1) then holds twice with the same two unknowns:

R₁ = R_b + d₁/k

R₂ = R_b + d₂/k

Subtracting the first from the second removes R_b:

R₂ − R₁ = (d₂ − d₁)/k

k = (d₂ − d₁)/(R₂ − R₁) (2)

The differences are 40 nm and 200 m²K/GW, so that

k = (40 × 10⁻⁹ m)/(200 × 10⁻⁹ m²K/W) = 0.2 W/mK

The film part of the first reading is d₁/k = 20/0.2 = 100 m²K/GW. The rest belongs to the boundaries:

R_b = R₁ − d₁/k = 120 − 100 = 20 m²K/GW

This is 2 × 10⁻⁸ m²K/W. The second film gives 320 − 300 = 20 m²K/GW. That agreement checks the arithmetic but not the physics, because k was chosen so that the line passes through both points.

**Part (c).** Someone has measured one film alone and takes d/R as its conductivity. How wrong is the result for each film? Express the boundary resistance as an equivalent film thickness, and predict the reading of a 40 nm film.

**Answer to (c).** Insert equation (1) into the quotient, then multiply numerator and denominator by k/d:

d/R = d/(R_b + d/k) = k/(1 + k R_b/d)

The product k R_b is a length. It is the thickness of film that would resist the heat as much as the two boundaries together:

ℓ = k R_b = 0.2 × 20 nm = 4 nm

The apparent conductivity is therefore

d/R = k/(1 + ℓ/d) (3)

For 20 nm this is 0.2/1.2 = 0.167 W/mK, and for 60 nm it is 0.2/1.067 = 0.188 W/mK. Relative to k, the two values are too low by 16.7 % and 6.25 %. These percentages are also the shares of the boundaries in the total resistance, because

1 − (d/R)/k = (R − d/k)/R = R_b/R

and 20/120 = 16.7 %, 20/320 = 6.25 %. In the limit d ≫ ℓ the error tends to ℓ/d and vanishes slowly: an error of 1 % needs a film about a hundred times thicker than ℓ, or 400 nm. In the opposite limit d ≪ ℓ, equation (3) tends to d/R_b. The apparent conductivity is then proportional to the thickness and no longer depends on k.

The inverse of R_b is the boundary conductance, 1/(20 m²K/GW) = 50 MW/m²K. For a 40 nm film, equation (1) predicts

R = 20 + 40/0.2 = 220 m²K/GW

**Part (d).** Which statements about the boundaries and the film can these two readings not support? As an example, suppose that the 60 nm film has k = 0.2 W/mK and R_b is 20 m²K/GW for both films, but that the conductivity of the 20 nm film is 5 % lower. What would the analysis of part (b) then give? Would a third film of 40 nm reveal the fault?

**Answer to (d).** First, the face resistances enter equation (1) only through their sum. Faces with 10 and 10, or with 2 and 18 m²K/GW, give the same readings at every thickness. More films of the same kind would not help. Replacing one contact and keeping the other shows only by how much the resistance of that face changes. To find both parts, further information is needed, such as an independent value for one of them, or the assumption that the resistance of a face depends only on its metal and not on whether it is the upper or the lower face. Under that assumption a sample with the same metal on both sides gives that metal's part as half of its R_b.

Second, a straight line can be drawn through any two points. The data therefore cannot show that the dependence on d is linear, nor that k is the same in both films.

In the example, the thin film has a conductivity of 0.95 × 0.2 = 0.19 W/mK, and its reading becomes

R₁ = 20 + 20/0.19 = 125.3 m²K/GW

The difference of the readings shrinks to 320 − 125.3 = 194.7 m²K/GW. Equation (2) gives

k = 40/194.7 = 0.205 W/mK

and the remainder is

R_b = 125.3 − 20/0.2054 = 27.9 m²K/GW

The extracted k is higher than the conductivity of either film, although one of them conducts worse than assumed. The reason is that the raised left-hand point makes the line less steep. The intercept suffers more: it rises from 20 to 27.9 m²K/GW, or by about 40 %, although the boundaries have not changed.

Now add a 40 nm film, and let it have k = 0.2 W/mK. It reads 220 m²K/GW. The line through the other two points passes at 40 nm through their mean, (125.3 + 320)/2 = 222.6 m²K/GW. The third point thus lies only 2.6 m²K/GW below the line. An uncertainty of 2 % in its reading would be 4.4 m²K/GW, enough to hide the fault. A third thickness makes a test possible, but the test is no sharper than the readings.

**Part (e).** Each reading has a standard error of 2 %, and each thickness one of 1 nm. All four errors are independent. Find the standard errors of k and R_b to first order. What changes if both films share the same error? How far would a much thicker second film help?

**Answer to (e).** Write s = 1/k for the slope, which is 5 m²K/GW per nm. Let reading i be too high by ρᵢ and the thickness assigned to film i too large by εᵢ. The analysis then finds a slope s + σ and an intercept R_b + β that satisfy

R_b + β + (s + σ)(dᵢ + εᵢ) = Rᵢ + ρᵢ

where dᵢ and Rᵢ are the true values. Subtract the true relation R_b + s dᵢ = Rᵢ, and drop the product σεᵢ of two small quantities:

β + σ dᵢ = ρᵢ − s εᵢ ≡ uᵢ

An error in thickness thus acts like an error −s εᵢ in the reading. Subtracting the equation for i = 1 from that for i = 2 gives the slope error, and back-substitution gives the intercept error:

σ = (u₂ − u₁)/(d₂ − d₁)

β = u₁ − d₁σ = [d₂u₁ − d₁u₂]/(d₂ − d₁) = 1.5 u₁ − 0.5 u₂ (4)

The same weights apply to the readings themselves: R_b = 1.5 × 120 − 0.5 × 320 = 180 − 160. The boundary resistance is a small difference of two large numbers, so independent errors in these numbers cause a large relative error in it.

Independent errors add in squares. For the first film, 2 % of 120 is 2.4, and 1 nm counts as 5 m²K/GW. For the second, 2 % of 320 is 6.4. In units of (m²K/GW)², the variances are

var(u₁) = 2.4² + 5² = 30.8

var(u₂) = 6.4² + 5² = 66.0

Since k = 1/s, a small slope error changes k by the fraction −σ/s. The relative standard error of k is therefore

√(30.8 + 66.0)/(40 × 5) = 9.8/200 = 4.9 %

For the intercept, the weights in equation (4) are squared:

√(2.25 × 30.8 + 0.25 × 66.0) = √85.8 = 9.3 m²K/GW

The results are k = 0.20 ± 0.01 W/mK and R_b = 20 ± 9 m²K/GW. The conductivity is known to about 5 % and the boundary resistance to about 46 % of its value. The thickness errors alone would give 7.9 m²K/GW in R_b, and the reading errors alone 4.8. For these inputs, better thickness measurement is the more useful improvement for R_b.

The neglect of σεᵢ can be tested by drawing 200 000 sets of four Gaussian errors of the stated sizes and applying the full formulas of part (b) to each set. The spreads found are 0.0099 W/mK and 9.3 m²K/GW, against 0.0098 and 9.3 from the first-order formulas.

Shared errors act differently. If both thicknesses are too large by the same ε, then u₁ = u₂ = −sε. Equation (4) gives σ = 0 and β = −sε: the conductivity is untouched, while R_b falls by 5 m²K/GW for each nm. If instead both readings are too high by the same 2 %, the whole line is scaled. R_b is then 2 % too high and k about 2 % too low. The slope, which rests on differences, is free of a common offset but not of a common factor.

Now let d₂ grow while film 1 and the quoted errors stay as they are. The weight of u₁ tends to 1. The weight of u₂, d₁/(d₂ − d₁), tends to zero, but it multiplies a reading error that grows with R₂. Their product tends to 2 % of d₁/k, which is 2 m²K/GW. The thickness error of the second film drops out. What remains is

√(30.8 + 2²) = 5.9 m²K/GW

A thicker second film can therefore lower the error of R_b from 9.3 towards 5.9 m²K/GW, but no further. Most of this remaining error comes from the thin film.

**Part (f).** Estimate three effects left out of equation (1):

(i) The conductivity rises by 0.1 % per K, and each measurement uses a temperature difference of 10 K.

(ii) The heater is a strip 5 µm wide, and heat can spread sideways in the film.

(iii) Heat carriers may cross part of the film without being scattered. Use a heat capacity C of roughly 1.3 MJ/m³K and a sound speed v of roughly 1500 m/s.

**Answer to (f)(i).** Measure T from the cold contact and write k(T) = k₀(1 + bT), with b = 0.001 per K. The flux is still uniform, so Fourier's law can be integrated across the film, from the hot-face temperature T_a to the cold-face temperature T_z:

q d = −∫ k dT = k₀[(T_a − T_z) + (b/2)(T_a² − T_z²)]

Factorising the difference of squares gives

q d = k₀(T_a − T_z)[1 + b(T_a + T_z)/2]

The film behaves as if it had the conductivity at the mean of its two face temperatures. Let the two boundary resistances be equal. Then T_a lies as far below the hot contact as T_z lies above the cold one, and T_a + T_z = 10 K. The effective conductivity is

0.2 × (1 + 0.001 × 5) = 0.201 W/mK

It is the same for both films, because both are measured with the same 10 K. R_b therefore stays at 20.0 m²K/GW. This rests on the equal faces and the equal temperature difference: faces of 2 and 18 m²K/GW shift R_b by less than 0.1, while the same flux of 31 MW/m² through both films leaves the thin film cooler and gives about 20.5 m²K/GW. The flux through the 60 nm film is 10 K/(320 m²K/GW) = 31 MW/m².

**Answer to (f)(ii).** Beside the strip, heat can enter film that is not covered by the heater. The heat then flows through a width slightly larger than 5 µm. If the flux is still calculated with the strip width, it is overestimated and R comes out too low. The sideways reach is comparable with the film thickness, so the thicker film is affected more.

The size follows from a numerical solution of the two-dimensional heat equation, with a strip at uniform temperature, an insulated film surface beside it, a cold contact at uniform temperature below, and 10 m²K/GW at each face. The readings become 119.6 and 316.9 m²K/GW instead of 120 and 320. They are lower by 0.3 % and 1.0 %. The extraction then gives k = 0.203 W/mK and R_b = 21.0 m²K/GW. Both shifts are well inside the errors of part (e). A strip whose width is not large compared with the film thickness would need the two-dimensional analysis from the start. The cold contact at uniform temperature is an idealisation. If the film lies on a silicon wafer 500 µm thick with a conductivity of roughly 140 W/mK, and the temperature is referred to the back of the wafer, spreading of the heat under the 5 µm strip adds about 70 m²K/GW. This part does not depend on d, so it falls into the intercept and must be subtracted before R_b is read as a boundary resistance.

**Answer to (f)(iii).** Treat the heat carriers as particles of speed v that move equally in all directions. Let μ be the cosine of the angle between a particle's path and the x axis. The fraction of particles in an interval dμ is dμ/2. If nothing scatters them between the contacts, the energy flux leaving the hot side is C T_h v times the contribution of the forward directions to the average of μ over all particles:

½ ∫₀¹ μ dμ = 1/4

The cold side sends back C T_c v/4. Here C is taken as constant; a constant offset in the energy cancels in the difference. The net flux is C v(T_h − T_c)/4, so there is a resistance independent of thickness:

R_bal = 4/(C v) = 4/(1.3 × 10⁶ × 1500) m²K/W = 2.1 m²K/GW

With scattering, let Λ be the mean free path. A particle arriving at x with direction μ carries the energy of the place x − Λμ, where the temperature is T − Λμ dT/dx. The constant part averages to zero over all μ, and the rest gives

q = −C v Λ (dT/dx) ½ ∫₋₁¹ μ² dμ = −(C v Λ/3) dT/dx

Hence k = C v Λ/3, and

Λ = 3k/(C v) = 0.31 nm

This is far below 20 nm, which supports diffusion in the interior of both films if all carriers have similar mean free paths. The estimate cannot exclude that a few carriers with much longer paths carry a good part of the heat; k would then depend on the thickness. The value found is also about the distance between atoms, where the picture of free flight is strained; the numbers are orders of magnitude. If the ballistic resistance is simply added to d/k, an interpolation between the two limits, it appears in the intercept and leaves the slope alone. About a tenth of the extracted R_b could then belong to this effect rather than to the junctions between the materials.

**Part (g).** Compare the model with a real phase-change material. May k and R_b be used for a memory cell during switching?

**Answer to (g).** The readings are round model numbers. The extracted conductivity is close to that of amorphous Ge₂Sb₂Te₅ near room temperature, which is roughly 0.2 W/mK. A boundary resistance of 10 m²K/GW per face, if the faces are equal, is of a plausible order for a metal contact; real values depend on the metal and on the preparation of the surface. A working cell violates the assumption of an unchanged material. Heating by well over a hundred kelvin can crystallise the film if it lasts long enough, and the crystalline material conducts better. Take roughly 0.5 W/mK as an example, and hold R_b at 20 m²K/GW. If the small shrinkage on crystallisation is neglected, the 20 nm film then has

R = 20 + 20/0.5 = 60 m²K/GW

This is half of the amorphous value, and the share of the boundaries rises from 17 % to 33 %. A switching cell also generates heat inside the film. The flux is then not uniform, and equation (1) does not give the temperature rise. The heat equation must be solved with its source, with values of k and R_b that suit the phase and the temperature. The current can also release or absorb heat at the contacts through the Peltier effect, which is absent from the measurement treated here.

The main values of the answers are also listed in the numerical output.

Computed values

```
Input thicknesses: 20 and 60 nm
Input total resistances: 120 and 320 m2K/GW
Thickness difference: 40 nm
Resistance difference: 200 m2K/GW
Film conductivity k: 0.200 W/mK
Film parts d/k: 100 and 300 m2K/GW
Total boundary resistance R_b: 20.0 m2K/GW
R_b converted: 2.0e-08 m2K/W
Boundary conductance 1/R_b: 50 MW/m2K
Equivalent film thickness k*R_b: 4.0 nm
Boundary share: 16.7 % (20 nm), 6.25 % (60 nm)
d/R from one film alone: 0.1667 (20 nm), 0.1875 (60 nm) W/mK
Predicted reading at 40 nm: 220 m2K/GW
Weights in R_b = w1*R1 - w2*R2: 1.50, 0.50
Assumed errors: 2 % per reading, 1 nm per thickness
Error of k from readings: 0.0068 W/mK
Error of k from thicknesses: 0.0071 W/mK
Error of k, total: 0.0098 W/mK = 4.9 %
Error of R_b from readings: 4.8 m2K/GW
Error of R_b from thicknesses: 7.9 m2K/GW
Error of R_b, total: 9.3 m2K/GW = 46 %
Sampled errors: 0.0099 W/mK, 9.3 m2K/GW
Heater strip width: 5 micrometre
Readings with spreading: 119.6, 316.9 m2K/GW
Apparent values with spreading: k 0.2028 W/mK, R_b 21.0 m2K/GW
Temperature drop: 10 K; k rises 0.1 % per K
Heat flux in the 60 nm film: 31.2 MW/m2
Apparent values with k(T): k 0.2010 W/mK, R_b 20.0 m2K/GW
Thin film k lower by 5 %: its reading 125.3 m2K/GW
Apparent values then: k 0.2054 W/mK, R_b 27.9 m2K/GW
Rough heat capacity: 1.3 MJ/m3K; rough sound speed: 1500 m/s
Estimated mean free path: 0.31 nm
Ballistic resistance floor 4/(C v): 2.1 m2K/GW
```
